# Effective Dopant Partitioning in Micro-Pulling-Down Growth: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: following the composition down the melt path

In micro-pulling-down growth, melt flows from a crucible through a narrow capillary into a small molten zone, and a crystal is drawn downwards from that zone. Let $w_0$ be the dopant fraction in the crucible melt and $w_s$ the fraction in the crystal, averaged over its cross-section. In steady growth their ratio is

$$
k_{\rm eff}=\frac{w_s}{w_0}=\frac{k_0}{k_0+(1-k_0)e^{-\mathrm{Pe}}},\qquad
\mathrm{Pe}=\frac{uL}{D}+\frac{u_z\delta}{D}. \tag{1}
$$

Here $k_0$ is the partition coefficient at the interface and $D$ the dopant diffusivity in the melt. The melt moves at speed $u$ through a capillary of length $L$, and at speed $u_z$ through an unstirred film of thickness $\delta$ next to the crystal. When $\mathrm{Pe}$ is large, dopant rejected by the crystal cannot diffuse back to the crucible against the flow, and $k_{\rm eff}$ tends to one.

The interface coefficient itself does not change. If $w_i$ is the melt composition at the interface, $w_s=k_0w_i$ holds throughout. What changes is $w_i$, which for $k_0<1$ rises until the crystal takes up dopant as fast as the melt path delivers it.

### Setting and assumptions

The interface stays at a fixed height while the crystal moves down at speed $V$. The coordinate $z$ points down, from $z=0$ at the capillary inlet. The capillary has cross-section $A_c$, the crystal and the molten zone have cross-section $A_s$, and the zone has height $h$. The densities of crystal and melt, $\rho_s$ and $\rho_l$, are constant.

Compositions are mass fractions. For a dilute dopant in a host that has the same composition in melt and crystal, mole fractions are proportional to them by one common factor, and the same equations serve with the same $k_0$. The further assumptions are these:

- $D$ and $k_0$ are constant, and diffusion in the crystal is negligible.
- The crucible melt is mixed up to the capillary inlet, and its composition changes slowly compared with the time the melt path needs to adjust.
- The zone is well stirred except in the film, with $0\le\delta\le h$.
- In the capillary and in the film, composition and velocity are uniform over each cross-section. This is plug flow.

The crystal removes mass at the rate $\rho_sA_sV$, and the melt must supply it. The volume flow $Q$ of melt therefore satisfies $\rho_lQ=\rho_sA_sV$, so that

$$
Q=\frac{\rho_s}{\rho_l}A_sV,\qquad u=\frac{Q}{A_c},\qquad u_z=\frac{Q}{A_s}. \tag{2}
$$

A capillary narrower than the crystal speeds up the melt by the factor $A_s/A_c$.

### The solute balance and its integration

Through a section of area $A$, the flow carries dopant downwards at the rate $\rho_lQw$. Diffusion carries it down the composition gradient at the rate $-\rho_lAD\,dw/dz$. In the steady state nothing accumulates between this section and the crystal, so the sum equals the rate at which the crystal removes dopant, $\rho_sA_sVw_s=\rho_lQw_s$. Division by $\rho_l$ gives

$$
Qw-AD\frac{dw}{dz}=Qw_s. \tag{3}
$$

For $k_0<1$ the composition increases towards the crystal. The diffusive term is then negative and represents dopant moving upwards, so the crystal receives what the flow brings down minus what diffuses back.

Since $w_s$ is constant in the steady state, the difference $y=w-w_s$ has the same derivative as $w$, and Eq. (3) becomes

$$
\frac{dy}{dz}=\frac{Q}{AD}\,y. \tag{4}
$$

In the capillary $Q/A=u$, and $y$ grows by the factor $e^{uL/D}$ from inlet to exit. In the stirred part of the zone $w$ is uniform, so $y$ does not change. In the film $Q/A=u_z$, and $y$ grows by the further factor $e^{u_z\delta/D}$. The factors multiply and their exponents add:

$$
w_i-w_s=(w_0-w_s)\,e^{\mathrm{Pe}}. \tag{5}
$$

The interface condition gives $w_i=w_s/k_0$. Substituting this and dividing by $w_s$, with $w_0/w_s=1/k_{\rm eff}$, gives

$$
\frac1{k_0}-1=\left(\frac1{k_{\rm eff}}-1\right)e^{\mathrm{Pe}}
\quad\Longrightarrow\quad
\frac1{k_{\rm eff}}-1=\left(\frac1{k_0}-1\right)e^{-\mathrm{Pe}}. \tag{6}
$$

Adding one to both sides, taking the reciprocal and multiplying numerator and denominator by $k_0$ gives Eq. (1).

### Limits and the length required

For $\mathrm{Pe}\to0$ the exponential is one and $k_{\rm eff}=k_0$. Diffusion then keeps the whole path at the crucible composition, and the crystal rejects dopant into the full charge. For $\mathrm{Pe}\to\infty$ the exponential vanishes and $k_{\rm eff}=1$.

The same limits hold for $k_0>1$. The crystal then takes up dopant preferentially, the interface melt is depleted, and diffusion brings extra dopant down from the crucible. A large $\mathrm{Pe}$ suppresses this additional supply, and $k_{\rm eff}$ approaches one from above.

Suppose that $k_0<1$ and that a deficit $\varepsilon=1-k_{\rm eff}$ is allowed. The left side of Eq. (6) is then $1/(1-\varepsilon)-1=\varepsilon/(1-\varepsilon)$. Solving for the exponential and taking the logarithm, with $\delta=0$, gives the required capillary length

$$
L=\frac Du\,\ln\frac{(1-k_0)(1-\varepsilon)}{k_0\,\varepsilon}. \tag{7}
$$

The scale is $D/u$, the distance over which a back-diffusing excess falls by a factor $e$. This design rule requires plug flow in the capillary, a stirred zone and a crucible mixed up to the inlet.

### Worked example

Take $k_0=0.10$, $D=1.0\times10^{-5}\ \mathrm{cm^2/s}$ and $\rho_s/\rho_l=1.20$. The crystal is 1.00 mm in diameter, and the capillary is 0.60 mm in diameter and 2.00 mm long. The zone is 0.20 mm high and fully stirred, so $\delta=0$. A pull rate of 0.10 mm/min is $V=1.667\ \mathrm{\mu m/s}$. Equation (2) gives

$$
u=1.20\left(\frac{1.00}{0.60}\right)^2(1.667\ \mathrm{\mu m/s})=5.556\ \mathrm{\mu m/s},
$$

and $u_z=1.20\times1.667=2.000\ \mathrm{\mu m/s}$. The back-diffusion length is $D/u=180\ \mathrm{\mu m}$, and $\mathrm{Pe}=2000/180=11.11$. Since $e^{-11.11}\approx1.49\times10^{-5}$ and $1/k_0-1=9$, the deficit is about $9\times1.49\times10^{-5}=1.34\times10^{-4}$, or $k_{\rm eff}=0.9999$.

With all else fixed, the pull rate has this effect:

| Pull rate (mm/min) | $\mathrm{Pe}$ | $k_{\rm eff}$ |
|---|---:|---:|
| 0.02 | 2.22 | 0.506 |
| 0.05 | 5.56 | 0.966 |
| 0.10 | 11.11 | 0.9999 |
| 0.30 | 33.33 | 1.0000 |

These coefficients come from a numerical solution of the solute balances on a chain of small cells, in which the exponential solution is not used. They agree with Eq. (1): for the three slower rates the deficits were tested to 1% of their value.

Pull rate alone does not determine the result. Keep 0.10 mm/min and all other parameters, but replace the capillary by an orifice 0.05 mm long, with the crucible mixed right up to it. Then $\mathrm{Pe}=50/180=0.278$ and $k_{\rm eff}=0.128$, close to $k_0$. For so short an opening the mixing assumption decides the number: an unstirred crucible would add roughly $Q/(4DR)=1.3$ to $\mathrm{Pe}$, with $R=0.30$ mm the radius of the opening, and raise $k_{\rm eff}$ to about 0.35. The crystal grows at the same speed in both cases, and what differs is the resistance to back-diffusion.

A film adds to that resistance. At 0.05 mm/min $u_z=1.00\ \mathrm{\mu m/s}$, and a wholly unstirred zone, $\delta=h$, contributes $u_zh/D=0.20$ to $\mathrm{Pe}$. By Eq. (6) it multiplies $1/k_{\rm eff}-1$ by $e^{-0.20}=0.819$, and $k_{\rm eff}$ rises from 0.966 to 0.972. These figures assume that melt and dopant spread over the full area $A_s$ right at the capillary exit. With $\delta=h$ no mixed layer does this spreading, and in the axisymmetric geometry with creeping flow the unstirred zone contributes about 0.39 instead of 0.20. At the same rate, with a stirred zone and $k_0=2$, the coefficient is 1.0019, above one as expected.

For a 1% deficit at 0.10 mm/min, Eq. (7) gives

$$
L=(0.180\ \mathrm{mm})\ln(9\times99)=1.22\ \mathrm{mm}.
$$

### The initial transient

A steady coefficient near one does not apply to the first crystal grown. If all the melt starts at $w_0$, the first solid has composition $k_0w_0$. The dopant missing from the early crystal has to collect in the melt path before the crystal can reach the feed composition.

Consider large $\mathrm{Pe}$, so that loss to the crucible is negligible, and a stirred zone with $\delta=0$. While a length $dx$ of crystal grows, the feed delivers $\rho_sA_sw_0\,dx$ of dopant and the crystal takes $\rho_sA_sw_s\,dx$. The difference stays in the melt path. Summed over the whole transient, it equals the excess stored there in the steady state.

In the steady state $w_s\simeq w_0$ and $w_i\simeq w_0/k_0$. The excess composition in the zone is therefore $w_0(1/k_0-1)$. In the capillary it decays upwards from this value as $e^{-u(L-z)/D}$, and its integral over $z$ is $D/u$ times the exit value when $\mathrm{Pe}$ is large. Hence

$$
\rho_sA_s\int_0^\infty(w_0-w_s)\,dx
=\rho_lw_0\left(\frac1{k_0}-1\right)\left(A_sh+A_c\frac Du\right). \tag{8}
$$

Define the transient length $x_*$ by setting the integral equal to $(1-k_0)w_0x_*$, the initial deficit times a length. Since $(1/k_0-1)/(1-k_0)=1/k_0$, division gives

$$
x_*=\frac{\rho_l}{\rho_s}\,\frac1{k_0}\left(h+\frac{A_c}{A_s}\frac Du\right). \tag{9}
$$

In the example $A_c/A_s=0.36$, so

$$
x_*=\frac{200+0.36\times180}{1.20\times0.10}\ \mathrm{\mu m}=2.21\ \mathrm{mm}.
$$

A numerical solution of the time-dependent balance, started from uniform melt, also gives 2.21 mm.

The form of the approach is simple if storage in the capillary is neglected. The zone then obeys $A_sh\,dw_i/dt=Q(w_0-k_0w_i)$. Multiplying by $k_0$ and using $dx=V\,dt$ with Eq. (2) gives

$$
\frac{dw_s}{dx}=\frac{\rho_sk_0}{\rho_lh}(w_0-w_s), \tag{10}
$$

which is an exponential approach with length $\rho_lh/(\rho_sk_0)$, the first part of $x_*$. Using the full $x_*$ in the same exponential is an approximation. It predicts that the crystal reaches 95% of $w_0$ after $x_*\ln(0.90/0.05)=6.4$ mm, and the time-dependent solution agrees to two figures. With a stirred zone, a fibre only a few millimetres long would therefore be mostly transient, despite a steady coefficient of 0.9999.

### A finite crucible

When $k_{\rm eff}\neq1$, the crucible composition drifts. Let $M$ be the mass of melt left and $g$ the fraction of the initial charge consumed. A change $dM<0$ removes dopant at the crystal composition, so

$$
d(Mw_0)=k_{\rm eff}w_0\,dM
\;\Longrightarrow\;
M\,dw_0=(k_{\rm eff}-1)w_0\,dM
\;\Longrightarrow\;
w_s\propto(1-g)^{k_{\rm eff}-1}. \tag{11}
$$

The last step integrates $dw_0/w_0=(k_{\rm eff}-1)\,dM/M$ with $M\propto1-g$ and uses $w_s=k_{\rm eff}w_0$. The law applies after the initial transient and while the melt path holds little dopant compared with the crucible. When half the charge is used, it gives a rise in $w_s$ by a factor 1.408 at 0.02 mm/min, 1.024 at 0.05 mm/min and 1.0001 at 0.10 mm/min. Within this model, the axial uniformity of a long crystal beyond its initial transient thus follows from $k_{\rm eff}\simeq1$.

## Second derivation: the capillary as a linear element

The symbols carry over from the first half. The crucible melt, the interface melt and the crystal have dopant fractions $w_0$, $w_i$ and $w_s$, with $w_s=k_0w_i$ and $k_{\rm eff}=w_s/w_0$. The melt volume flow is $Q$. It moves at mean speed $u$ through a capillary of length $L$ and cross-section $A_c$, and at $u_z$ through the molten zone of height $h$ and cross-section $A_s$. The first derivation followed the composition down this path and found

$$
\frac1{k_{\rm eff}}-1=\left(\frac1{k_0}-1\right)e^{-\mathrm{Pe}},\qquad
\mathrm{Pe}=\frac{uL}{D}+\frac{u_z\delta}{D}, \tag{12}
$$

where $\delta$ is the thickness of the unstirred film at the crystal. The example has $k_0=0.10$, $D=1.0\times10^{-5}\ \mathrm{cm^2/s}$, $L=2.00$ mm, $\delta=0$ and a capillary radius $R=0.30$ mm. At a pull rate of 0.10 mm/min, $u=5.556\ \mathrm{\mu m/s}$.

The second derivation does not solve for the composition profile. It describes the path by one number that measures back-diffusion, and then finds how such numbers combine.

Following the composition down the melt path has given the steady coefficient $k_{\rm eff}$, the length of the initial transient and the drift of a finite crucible. What remains is to derive the same coefficient from a single back-diffusion number, and to examine parabolic flow, the temperature gradient needed at the interface and the limits of the model for real fibres.

All numerical values are calculated from the stated model.
